# Face conductivity between silicon and oxide in a self-heating calculation

**Q:** I am computing the self-heating of transistors in a thin silicon film on a buried oxide. My finite-volume cells are 10 nm thick. One cell is silicon, with conductivity 10 W/(m K), and the next is oxide, with 1.4 W/(m K). Their common face lies on the material boundary, so I give it the average, 5.7 W/(m K). This is linear interpolation halfway between two cell centres, and my heat balance closes. Is anything wrong with it?

**A:** Let us first fix what the number at the face has to do. Call the silicon centre P, the oxide centre N and their separation $h$. Let $x$ and the heat flux $q$ point from silicon to oxide. Your program computes the flux from the two stored temperatures as

$$q=k_f\,\frac{T_P-T_N}{h}. \tag{1}$$

This defines $k_f$: it must turn the temperature drop between the centres into the correct flux. It need not be the conductivity of any material at the face. What do you assume about the region between the centres?

**Q:** The flow is steady and normal to a flat boundary. Each material has a constant conductivity, $k_s$ or $k_o$, and fills half the distance. No heat is released between the centres, and the materials touch perfectly.

**A:** Then the answer can be derived without interpolation. Steady flow without a source means that the same $q$ passes through both halves. Perfect contact means that both sides have the same boundary temperature $T_f$. Fourier's law, $q=-k\,dT/dx$, contains no physical constants, so the algebra reads the same in atomic units or any other consistent units. Integrating it over each half, of thickness $h/2$, gives

$$T_P-T_f=\frac{qh}{2k_s},\qquad T_f-T_N=\frac{qh}{2k_o}.$$

Adding these removes the unknown $T_f$:

$$T_P-T_N=\frac{qh}{2}\left(\frac1{k_s}+\frac1{k_o}\right)
=qh\,\frac{k_s+k_o}{2k_sk_o}.$$

Comparison with (1) gives

$$k_f=\frac{2k_sk_o}{k_s+k_o}, \tag{2}$$

the harmonic mean. The two half-cells are thermal resistances in series: they carry the same flux, and their temperature drops add. For your materials,

$$k_f=\frac{2(10)(1.4)}{11.4}=2.456\ \text{W/(m K)},$$

or 1.533 eV/(ns Å K). Your 5.7 W/(m K) is 2.32 times as large.

**Q:** But linear interpolation is a respectable approximation. Why does it fail here?

**A:** It relies on a smooth conductivity. The difference between the two means is

$$\frac{k_s+k_o}{2}-\frac{2k_sk_o}{k_s+k_o}
=\frac{(k_s+k_o)^2-4k_sk_o}{2(k_s+k_o)}
=\frac{(k_s-k_o)^2}{2(k_s+k_o)}. \tag{3}$$

Suppose the two values were samples of one smooth function $k(x)$. They would differ by about $h\,k'$, and their sum would be about $2k$. The difference (3) would then be about $(hk')^2/(4k)$, which falls as $h^2$, so on a fine mesh either mean would serve. At a material boundary $k_s-k_o$ stays the same however small $h$ becomes, and so does the difference between the means.

**Q:** I would like to see the physical fault, not just a different formula.

**A:** Look at the boundary temperature. Equating the fluxes in the two halves gives

$$\frac{2k_s(T_P-T_f)}h=\frac{2k_o(T_f-T_N)}h.$$

Cancelling $2/h$ and collecting the terms in $T_f$,

$$T_f=\frac{k_sT_P+k_oT_N}{k_s+k_o}.$$

The boundary temperature lies close to that of the better conductor. Now suppose instead that it were midway between $T_P$ and $T_N$. Each half would have a drop $\Delta T/2$, where $\Delta T=T_P-T_N$, across a thickness $h/2$. The silicon would deliver $k_s\Delta T/h$ to the boundary, while the oxide would remove $k_o\Delta T/h$. The average of these two unequal fluxes is

$$\frac12\left(\frac{k_s\Delta T}{h}+\frac{k_o\Delta T}{h}\right)
=\frac{k_s+k_o}{2}\frac{\Delta T}{h},$$

which is your rule. It replaces two conflicting fluxes by their average, although a surface of zero thickness cannot store the difference.

Let us put numbers in. I measure flux in mW/µm² and length in nm. Since 1 nm divided by 1 W/(m K) equals 1 K µm²/mW, no conversion factors are needed. For a true flux of 2 mW/µm²,

$$\Delta T=2\left(\frac{5}{10}+\frac{5}{1.4}\right)=2(0.5000+3.5714)=8.143\ \text{K}.$$

With the midpoint temperature, silicon would deliver 8.143 mW/µm² and oxide would remove 1.140 mW/µm². Their average is 4.641 mW/µm², against the true 2.

**Q:** Is there a flow for which the arithmetic mean is right?

**A:** Yes: flow along the layers. Take two layers of equal thickness side by side, with the same temperature drop $\Delta T$ over the same length $L$. Their fluxes are $k_s\Delta T/L$ and $k_o\Delta T/L$. Each layer fills half the cross-section, so the mean flux is $(k_s+k_o)\Delta T/(2L)$. Here the layers share the temperature gradient; in normal flow they share the flux.

This distinction was tested with finite elements on a 10 nm square, half silicon and half oxide. Each element had the conductivity of its own material, so no face average was supplied. Two opposite sides were held at different temperatures and the other two were insulated. Flow across the layers gave 2.4561 W/(m K), and flow along them gave 5.7000 W/(m K). The same block therefore has two effective conductivities, depending on the direction of flow.

**Q:** Then why does my heat balance close with the wrong value?

**A:** Because the flux leaving the silicon cell through the face is the flux entering the oxide cell. That cancellation holds for any $k_f$. In steady state all the heat put in must come out, and the temperatures adjust until it does. The balance checks conservation, not the resistance between the cells.

The arithmetic rule loses part of that resistance. Per unit area, the loss is

$$\Delta R=\frac h2\left(\frac1{k_s}+\frac1{k_o}\right)-\frac{2h}{k_s+k_o}.$$

Over a common denominator,

$$\Delta R=h\,\frac{(k_s+k_o)^2-4k_sk_o}{2k_sk_o(k_s+k_o)}
=\frac{h(k_s-k_o)^2}{2k_sk_o(k_s+k_o)}. \tag{4}$$

This cannot be negative. At a given flux the silicon therefore comes out too cool by $q\Delta R$, unless the conductivities are equal. For a safety estimate, that is the wrong direction in which to err.

**Q:** How much does it matter for the whole stack?

**A:** Take a 10 nm film on 20 nm of oxide. Let 2 mW/µm² enter at the film's top surface, and hold the underside of the oxide at 300 K. The rise at the top surface is the sum of the drops in the two layers:

$$2\left(\frac{10}{10}+\frac{20}{1.4}\right)=2.000+28.571=30.571\ \text{K}.$$

On your 10 nm mesh, (4) gives

$$\Delta R=\frac{10(8.6)^2}{2(10)(1.4)(11.4)}=2.317\ \text{K µm}^2/\text{mW},$$

and the shortfall is $2\times2.317=4.634$ K. That is 15.2% of the correct rise. The outflow at the bottom is nevertheless 2.000 mW/µm².

**Q:** Could I keep my average and refine the mesh?

**A:** You could, but the improvement is slow. Only one face in this stack joins different materials, and its missing resistance is proportional to $h$. With materials, thicknesses and flux held fixed, the surface rises are:

| $h$ (nm) | Harmonic (K) | Arithmetic (K) |
|---:|---:|---:|
| 10 | 30.571 | 25.937 |
| 5 | 30.571 | 28.254 |
| 2.5 | 30.571 | 29.413 |
| 1.25 | 30.571 | 29.992 |

Each halving of $h$ halves the shortfall, which is still 0.579 K at 1.25 nm. The harmonic result does not change because the temperature is linear within each material, and the half-cell drops represent such a profile without error. As a test, the harmonic temperatures at all cell centres on these four meshes were compared with direct integration of $q/k(x)$, and they agreed.

**Q:** What if the silicon is bulk material rather than a thin film?

**A:** The contrast is then greater. Dividing the arithmetic mean by (2) gives

$$\frac{(k_s+k_o)/2}{2k_sk_o/(k_s+k_o)}
=\frac{(k_s+k_o)^2}{4k_sk_o}
=1+\frac{(k_s-k_o)^2}{4k_sk_o}.$$

For nearly equal conductivities the excess over 1 is quadratic in their difference, so the choice hardly matters. For $k_s\gg k_o$, write (2) as

$$k_f=\frac{2k_o}{1+k_o/k_s}\longrightarrow2k_o.$$

The silicon half then has negligible resistance, and the oxide half controls the flow. The factor 2 appears because (1) divides by the full distance $h$, while nearly all the drop occurs across $h/2$. Bulk silicon conducts roughly 150 W/(m K). With 148 W/(m K) as the program's input, the harmonic mean is 2.774 W/(m K), close to $2k_o=2.8$. The arithmetic mean is 26.9 times too large. Making the silicon a still better conductor would barely change the true flux at a given drop, but it would keep raising the arithmetic estimate.

**Q:** So I should use the harmonic mean at every face?

**A:** Use it where its assumptions hold. If the silicon and oxide parts have unequal thicknesses $d_s$ and $d_o$, and the contact has resistance $R$ per unit area, there are three drops in series: $qd_s/k_s$, $qR$ and $qd_o/k_o$. Adding them and using (1), with $h=d_s+d_o$, gives

$$\frac h{k_f}=\frac{d_s}{k_s}+R+\frac{d_o}{k_o}.$$

Equation (2) is the case of equal halves and $R=0$. A rough contact value of 2 K µm²/mW gives, on the 10 nm mesh,

$$k_f=\frac{10}{0.5000+2.0+3.5714}=1.647\ \text{W/(m K)}.$$

An imperfect contact thus moves the answer further from the arithmetic mean.

**Q:** My transistor also releases heat inside the silicon. Does that spoil the formula?

**A:** It adds a smaller error. Let the silicon release heat uniformly at a rate $Q$ per unit volume, and let $q$ now be the flux at the boundary. At a distance $s$ above the boundary, the flux is only $q-Qs$, because the heat released below that point has yet to join it. Hence

$$T_P-T_f=\frac1{k_s}\int_0^{h/2}(q-Qs)\,ds
=\frac{qh}{2k_s}-\frac{Qh^2}{8k_s}.$$

The harmonic scheme uses $q$ throughout the half-cell, so it makes the silicon centre too hot by $Qh^2/(8k_s)$. Spreading our 2 mW/µm² through the 10 nm film gives $Q=0.2$ mW/µm² per nm, and the error is

$$\frac{0.2(10)^2}{8(10)}=0.25\ \text{K}.$$

It falls as $h^2$, whereas the arithmetic error falls only as $h$.

Rapid heating also breaks the steady-flow assumption, since stored heat makes the flux vary with position. The time for heat to diffuse through the oxide is roughly its thickness squared times its heat capacity per volume, divided by its conductivity. With a rough heat capacity of 1.65 MJ/(m³ K), this is about 0.5 ns. For the film and oxide alone, the steady result suits power averaged over much longer times. A substrate below them settles far more slowly.

**Q:** How close is this stack to a real device?

**A:** The thicknesses are in the regime of thin-film silicon-on-insulator transistors, and the conductivities are rough effective values. I picture an array 1 µm square, dissipating 2 mW in ten fingers, or 0.2 mW per µm of gate width. This is a modest time-averaged load; a strongly driven transistor can dissipate several times more. The model gives a surface temperature of about 331 K, but real devices break several of its assumptions. With the rough contact resistance above at both oxide surfaces, the rise grows by $2\times2\times2=8$ K. Heat spreading into the substrate adds about 7.6 K at the array centre, and concentration of heat in the fingers adds about 6 K to the film's depth-averaged temperature at their peaks, and somewhat more at the surface where the heat enters. Heat escaping upward lowers the rise by something like a tenth. Heat escaping sideways lowers the average rise over the array by a similar fraction if the silicon film continues past the array, and by about half as much if isolation oxide surrounds it. Either way it acts near the edges and leaves the centre almost unchanged. Phonons in silicon travel farther than 10 nm between collisions, so the film conductivity is an effective parameter and not a local property; halving its value for flow across the film adds 2 K to the mean surface rise, and more at the finger peaks.

**Q:** Where do the substrate and finger estimates come from?

**A:** For the substrate, a point source of power $P$ on an insulated surface sends its heat through hemispheres of area $2\pi r^2$. Integrating Fourier's law inward from far away gives a rise $P/(2\pi kr)$. I sum this over a uniformly heated square of side $a$, as seen from its centre. The square divides into eight equal right triangles, so

$$\int\frac{dA}{r}=8\int_0^{\pi/4}\frac{a/2}{\cos\theta}\,d\theta
=4a\ln(1+\sqrt2).$$

The central rise is therefore $2qa\ln(1+\sqrt2)/(\pi k)$. With $a=1000$ nm and $k=148$ W/(m K), it is about 7.6 K. This is a lower estimate. Part of the heat in bulk silicon is carried by phonons whose mean free paths are comparable to or longer than the 1 µm source, so the effective conductivity near the array is below the bulk value. The rise scales as $1/k$, and 100 W/(m K) would give about 11 K.

For the fingers, let $T$ be the film's rise averaged over its thickness, $t_s$ and $t_o$ the layer thicknesses, and $k_\parallel$ the conductivity along the film. If heat spreads sideways only in the film, then

$$k_\parallel t_s\frac{d^2T}{dy^2}-\frac{k_o}{t_o}T+p(y)=0,$$

where $p$ is the local heating per area. The decay length is $\lambda=\sqrt{k_\parallel t_st_o/k_o}$. A rough $k_\parallel=15$ W/(m K) gives $\lambda=46.3$ nm. I solved this balance numerically for a 30 nm heated strip in each 100 nm pitch, with no flow across the symmetry planes between fingers. The peak rise was about 1.21 times the mean, or about 6 K above the 28.6 K mean.

The same balance for a heated strip 1000 nm wide, with the silicon film continuing beyond it, loses 4.6% of the heat past its two edges; a square has two such pairs, hence roughly a tenth. Where the film ends at isolation oxide, as in most real layouts, the loss is about half of this. For the upward path I treated the layers above as a half-space of rough conductivity 3 W/(m K), in parallel with the path down. In this estimate it lowers the rise at the array centre by about 9%.

**Q:** Several of those corrections exceed my 4.6 K averaging error. Why worry about the average?

**A:** Because they are errors of a different kind. The contacts, substrate and fingers show what the physical model leaves out, and you can reduce those errors by adding physics. The wrong face average fails to solve even the model you wrote down. If you later add a contact resistance or a substrate, the resistance lost at the silicon/oxide face is still missing. A chance cancellation against heat escaping upward would not survive a change of mesh, since the averaging error depends on $h$ and the escaping heat does not.

**Q:** What should I change in my code, and how would I catch this mistake?

**A:** Store the resistance of each half-cell, $d/k$, and add the two at a face, together with any contact resistance. The flux is the temperature drop divided by that sum. Between equal cells of one material this gives back the ordinary conductivity, so no special case is needed.

Then run a two-layer problem with a known flux and compare the surface rise, which is the top centre's rise plus the drop across the half-cell above it, with the flux times the sum of thickness over conductivity. Unlike the heat balance, this detects missing resistance. The values for the present stack are in the numerical output below.

## Table of computed values

```
Film thickness: 10 nm; oxide thickness: 20 nm
Film conductivity (rough): 10.0 W/(m K)
Oxide conductivity (rough): 1.4 W/(m K)
Heat flux: 2.0 mW/um^2; base temperature: 300 K
Array side: 1000 nm; power: 2.0 mW
Harmonic mean: 2.4561 W/(m K)
Harmonic mean converted: 1.5330 eV/(ns angstrom K)
Arithmetic mean: 5.7000 W/(m K)
Finite elements, normal flow: 2.4561 W/(m K)
Finite elements, parallel flow: 5.7000 W/(m K)
Arithmetic/harmonic, film: 2.321
Bulk silicon conductivity (rough): 148 W/(m K)
Harmonic mean, bulk silicon/oxide: 2.7738 W/(m K)
Arithmetic/harmonic, bulk: 26.93
For h = 10 nm: silicon half resistance 0.5000 K um^2/mW
For h = 10 nm: oxide half resistance 3.5714 K um^2/mW
Missing resistance, arithmetic: 2.3170 K um^2/mW
Silicon centre rise: 29.571 K; oxide centre rise: 21.429 K
Centre-to-centre drop: 8.143 K
True face rise: 28.571 K; midpoint value: 25.500 K
Midpoint assumption, silicon-side flux: 8.143 mW/um^2
Midpoint assumption, oxide-side flux: 1.140 mW/um^2
Arithmetic flux at true drop: 4.641 mW/um^2
Surface rise by direct integration: 30.571 K
Surface temperature: 330.57 K
Mesh 10.00 nm: harmonic 30.571 K, arithmetic 25.937 K, shortfall 4.634 K
Mesh 5.00 nm: harmonic 30.571 K, arithmetic 28.254 K, shortfall 2.317 K
Mesh 2.50 nm: harmonic 30.571 K, arithmetic 29.413 K, shortfall 1.159 K
Mesh 1.25 nm: harmonic 30.571 K, arithmetic 29.992 K, shortfall 0.579 K
Relative shortfall, 10 nm mesh: 15.2 %
Bottom outflow, arithmetic, 10 nm mesh: 2.000 mW/um^2
Harmonic centre error with volume source, 10 nm: 0.250 K
Contact resistance per boundary (rough): 2.0 K um^2/mW
Face conductivity with contact, 10 nm: 1.6471 W/(m K)
Neglected rise from two contacts: 8.00 K
Neglected substrate rise at array centre: 7.58 K
In-plane film conductivity (rough): 15.0 W/(m K)
Lateral decay length: 46.3 nm
Finger pitch: 100 nm; heated length: 30 nm
Finger peak/mean film rise: 1.209
Finger peak above mean: 5.97 K
Heat lost past one pair of array edges: 4.6 %
Conductivity above transistors (rough): 3.0 W/(m K)
Estimated upward heat fraction: 9.3 %
Oxide conductivity temperature exponent (rough): 0.3
Change from warmer oxide: -0.39 K
Change if film conductivity is halved: 2.00 K
Change if heat is spread through film: -1.00 K
Oxide heat capacity (rough): 1.65 MJ/(m^3 K)
Oxide diffusion time, thickness^2/diffusivity: 0.47 ns
```
